# Steady Energy Release of an Interface Crack in Four-Point Bending, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the roller load to the energy release rate

Q. You want to measure how strongly two silicon strips are bonded by bending the sandwich until it comes apart. What exactly is the specimen?

A. There are two beams of the same material, each of thickness $h$ and width $b$, bonded face to face. The bond layer is so thin that its thickness and stiffness are neglected at first. The sandwich rests on two outer rollers, and two inner rollers press on its top. The total load is $P$, so each roller carries $P/2$.

Let $x$ be the distance from mid-span. The inner rollers stand at $x=\pm s$ and the outer rollers at $x=\pm(s+L)$. The lower beam is cut through at $x=0$ by a notch that reaches the interface. From the notch one crack runs along the interface to $x=a$ and another to $x=-a$, with $a<s$. I take linear elasticity, small slopes, frictionless rollers and no residual stress. Each of these conditions will be questioned later.

Q. The moment in a beam usually changes from place to place. Why should one number describe it here?

A. Cut the specimen at some $x$ between the inner rollers and look at the part to the right. An upward force $P/2$ acts on it at $s+L$ and a downward force $P/2$ at $s$. I count a moment as positive when it stretches the lower face, which an upward force on the right does. Then

$$
M=\frac P2\,(s+L-x)-\frac P2\,(s-x)=\frac{PL}{2}.
$$

The position $x$ has cancelled. The two forces also add to zero, so the cut transmits no shear force, and there is no horizontal load. The region between the inner rollers is therefore in pure bending. This follows from equilibrium alone, so it holds whether or not the section is cracked.

It is convenient to work per unit width:

$$
m=\frac Mb=\frac{PL}{2b}.
$$

A moment per width has the unit of force.

Q. How does a single beam respond to $m$? I would like to see where the elastic modulus enters.

A. Let $w(x)$ be the upward deflection and $z$ the distance measured downward from the beam's mid-plane. A cross-section stays plane and turns through the small angle $w'$. A point at depth $z$ then moves by $z\,w'$ in the $x$ direction. The strain along the beam is the derivative of that displacement:

$$
\varepsilon_x=z\,w''=\kappa z,\qquad \kappa=w''.
$$

With $\kappa>0$ the beam has the shape of a smile and its lower face, $z>0$, is stretched, as the sign convention for $m$ requires.

The stress depends on what happens across the width. I take the strain across the width to be zero, as if the strip were held flat across its width. A strip with free edges would curl slightly in that direction; what this does to $G$ is estimated later. The stress through the thickness is zero, because the beam is thin and its large faces are free. For an isotropic solid with Young's modulus $E$ and Poisson ratio $\nu$, Hooke's law gives

$$
\varepsilon_y=\frac{\sigma_y-\nu\sigma_x}{E}=0
\quad\Rightarrow\quad \sigma_y=\nu\sigma_x ,
$$

$$
\varepsilon_x=\frac{\sigma_x-\nu\sigma_y}{E}
=\frac{1-\nu^2}{E}\,\sigma_x .
$$

So $\sigma_x=E'\varepsilon_x$ with the plane-strain modulus $E'=E/(1-\nu^2)$. It exceeds $E$ because the material is prevented from contracting sideways.

The moment per width is the stress times its lever arm, summed over the thickness:

$$
m=\int_{-h/2}^{h/2}\sigma_x z\,dz
=E'\kappa\int_{-h/2}^{h/2}z^2\,dz
=\frac{E'h^3}{12}\,\kappa .
$$

I write this as $m=D\kappa$, with the bending stiffness $D=E'h^3/12$.

Q. And the elastic energy held in that beam?

A. The energy density is $\tfrac12\sigma_x\varepsilon_x$. The stress $\sigma_y$ contributes nothing, since its strain is zero. Integrating through the thickness gives the energy per area of beam:

$$
\int_{-h/2}^{h/2}\tfrac12E'\kappa^2z^2\,dz
=\tfrac12D\kappa^2=\frac{m^2}{2D}.
$$

At a given moment a stiffer beam stores less energy. That inverse dependence will drive the crack.

Q. In the cracked region there are two beams above one another. Why not let each carry half the moment?

A. Because the lower one has been cut. Take the piece of the lower beam between the notch and some section at $0<x<a$. Its end at the notch is free. Its bottom face is free, because the outer rollers touch the specimen farther out. Its top face is free too, provided the crack is open. No force or moment acts on the piece from outside, so none can act on the section where I cut it. The lower arm is idle, apart from the neighbourhood of the crack tip.

The total moment must still be $m$. The upper beam therefore carries all of it, with no axial force.

Q. You slipped in "provided the crack is open". If the faces press on each other, the arm is loaded after all.

A. That has to be shown. In the cracked region the upper beam has curvature $\kappa=m/D$. Measuring heights from its lowest point, at mid-span,

$$
w_{\rm up}(x)=\tfrac12\kappa x^2 .
$$

The lower arm has no moment and stays straight. In beam theory it leaves the crack tip with the height and slope of the upper beam there, which are $\tfrac12\kappa a^2$ and $\kappa a$:

$$
w_{\rm low}(x)=\tfrac12\kappa a^2-\kappa a\,(a-x).
$$

The gap between the faces is the difference:

$$
w_{\rm up}-w_{\rm low}
=\tfrac12\kappa\left(x^2-a^2+2a^2-2ax\right)
=\tfrac12\kappa\,(a-x)^2 .
$$

It is positive for every $x<a$. The upper beam curves away from the straight arm, so the faces separate.

The sign depends on the notch being on the stretched side. If the same specimen is loaded the other way, $\kappa$ changes sign and the formula predicts overlap. Real faces would then touch and transmit force, and the idle-arm argument would fail.

Q. At the tip the material is not a beam. The arm may leave at a slightly different angle.

A. It may. The tip region can add a relative rotation $\theta_0$ and a relative displacement $\delta_0$. While the tip is far from the notch and the rollers, its surroundings do not depend on $a$, so neither do these two numbers. The gap at the notch is then

$$
g(a)=\tfrac12\kappa a^2+\theta_0a+\delta_0,
\qquad
\frac{d^2g}{da^2}=\kappa=\frac{12m}{E'h^3}.
$$

The second derivative removes both unknowns. It is a quantity that a calculation without beam theory can check.

Q. Now the energy. I see that the cracked part is more flexible. When the crack grows under constant load, the stored energy must increase. How can an increase be a release?

A. The load also does work, and it does more work than the specimen stores. Consider the right half of the specimen per unit width. Let $F=P/(2b)$ be the force per width on each of its two rollers, and $\delta$ the vertical displacement of the inner roller relative to the outer one. For a linear elastic body the stored energy is

$$
U=\tfrac12F\delta .
$$

Let the crack advance by $da$ while $F$ stays fixed. The load does the work $F\,d\delta$, and the stored energy rises by $dU=\tfrac12F\,d\delta$. Half of the work is left over. The energy release rate $G$ is this surplus per new crack area:

$$
G\,da=F\,d\delta-dU=2\,dU-dU=dU .
$$

Thus $G=+dU/da$ at fixed load, for one crack tip.

Q. A testing machine often holds the displacement, not the load. Does that change $G$?

A. It changes the bookkeeping but not the value. Write $\delta=CF$, where the compliance $C(a)$ grows with the crack. At fixed load, $U=\tfrac12CF^2$ and

$$
G=\frac{dU}{da}=\tfrac12F^2\frac{dC}{da}.
$$

At fixed displacement the load does no work, so $G=-dU/da$. With $U=\delta^2/(2C)$,

$$
G=-\frac{d}{da}\frac{\delta^2}{2C}
=\frac{\delta^2}{2C^2}\frac{dC}{da}
=\tfrac12F^2\frac{dC}{da}.
$$

Both routes give the same $G$ for the same instantaneous force and crack length.

Q. To find $dU/da$ you need the energy of the crack-tip region, where stresses are high and beam theory is useless.

A. I need only its change. Suppose the tip is far enough from the notch and from the inner roller for its stress field to have settled before it reaches either. The energy of the half specimen can be written as

$$
U(a)=u_{\rm c}\,a+u_{\rm b}\,(s-a)+U_0 .
$$

Here $u_{\rm c}$ and $u_{\rm b}$ are the energies per area of the cracked and bonded parts in pure bending. The constant $U_0$ collects the extra energy of the tip region, the notch, the roller contacts and the part outside the inner roller.

When the tip advances, its field moves along unchanged and so does its extra energy. Some bonded length in front has become cracked length behind. Hence

$$
G=\frac{dU}{da}=u_{\rm c}-u_{\rm b}.
$$

This is what "steady" means here. The complicated region has not been ignored; its contribution cancels because it is the same before and after the advance.

Q. Then give me the two energies.

A. In the cracked part the upper beam carries $m$ and the lower arm nothing:

$$
u_{\rm c}=\frac{m^2}{2D}
=\frac{m^2}{2}\,\frac{12}{E'h^3}
=\frac{6m^2}{E'h^3}.
$$

In the bonded part the pair bends as one beam of thickness $2h$. The bond prevents the two faces from sliding, so one linear strain profile runs through both. The stiffness is

$$
\frac{E'(2h)^3}{12}=8D,
$$

and the energy per area is

$$
u_{\rm b}=\frac{m^2}{2\cdot 8D}
=\frac18\,\frac{6m^2}{E'h^3}
=\frac{3m^2}{4E'h^3}.
$$

The difference is

$$
G=\left(6-\frac34\right)\frac{m^2}{E'h^3}
=\frac{21}{4}\,\frac{m^2}{E'h^3}.
$$

Q. So the result is 21/4 times "squared moment per width" over $E'h^3$. Is that $M^2/b$ or $(M/b)^2$?

A. It is $(M/b)^2$: the moment is first divided by the width and then squared. The units confirm it. The quantity $m^2$ is a force squared, and $E'h^3$ is a force times a length. Their ratio is a force per length, which is an energy per area. The other reading, $M^2/b$, would give a force.

In terms of the load, $m=PL/(2b)$ gives

$$
G=\frac{21}{4}\,\frac{P^2L^2}{4b^2}\,\frac1{E'h^3}
=\frac{21\,P^2L^2}{16\,E'b^2h^3}.
$$

No physical constant appears. The relation is the same in atomic units, where $G$ comes out in hartree per square bohr, and in newtons and metres.

Q. There are two crack tips. Should I divide by two?

A. No. The energy was counted for one half of the specimen and one tip. If both cracks advance by $da$, the total energy released is $2Gb\,da$ and the new crack area is $2b\,da$, so the ratio is again $G$.

The two cracks need not have equal lengths either. Suppose the load is held fixed and the loading head can tilt, so that the inner rollers still share the load equally. The moment is then fixed by equilibrium, and lengthening one crack does not change the moment at the other. Within the steady regime each tip has the same $G$.

Q. Is $G$ the strength of the interface?

A. It is the energy that the loading offers. The interface requires some energy per area, $\Gamma$, to separate. While the crack grows steadily and slowly, the two are equal, and a measurement of $P$ gives $\Gamma$. If the crack is at rest, $G$ says only what is on offer, and $\Gamma$ may be larger.

## Second half: tests, limits and a silicon specimen

Q. Before we go on, remind me of the quantities.

A. Two equal beams of thickness $h$, width $b$ and plane-strain modulus $E'$ are bonded. The lower, stretched beam is notched at mid-span, and $a$ is the length of each crack. The inner rollers are at distance $s$ from mid-span, and the outer rollers are farther out by $L$. Each roller carries the force per width $F=P/(2b)$, and the moment per width between the inner rollers is $m=FL$. One beam has the bending stiffness $D=E'h^3/12$ and the bonded pair $8D$. The upper beam over the crack has the curvature $\kappa=m/D$. The energies per area are $6m^2/(E'h^3)$ where cracked and $3m^2/(4E'h^3)$ where bonded, and their difference is

$$
G=\frac{21}{4}\frac{m^2}{E'h^3}.
$$

Q. That rests on beam theory and on a tip field that travels unchanged. Can it be checked without either?

A. Yes, by solving the two-dimensional elastic problem. I used finite elements of side $h/4$ for half the specimen, with point forces at the rollers, $L=12h$ and $s=16h$. The tip was moved by one element to either side of $a$, and $G$ was taken as load work minus stored energy, per crack advance.

For $a=8h$ the coefficient $GE'h^3/m^2$ is 5.25000 with the elastic constants of silicon, and also 5.25000 for an isotropic solid with $\nu=0.3$. The formula says 5.25. The crack faces are open along their whole length for cracks of $6h$, $8h$ and $10h$. The second difference of the three mouth gaps gives $\kappa E'h^3/m=12.0000$, where beam theory gives 12.

Beam theory and a steadily travelling tip field give $G=\frac{21}{4}\,\frac{m^2}{E'h^3}$ for each crack tip, and finite elements confirm the coefficient. What remains is to find the crack lengths for which this holds, how the crack grows and in what mixture of opening and sliding, and then to work out a silicon specimen and estimate the neglected effects.
